# Energy descent in stochastic reconfiguration, bounded by the local-energy variance

Take a hydrogen atom with a fixed point nucleus, treated nonrelativistically, and give it the trial function $\psi=e^{-\kappa x}$, where $x=r/a_0$ and $\kappa>0$ is dimensionless. The constants are the Bohr radius and the Hartree energy,

$$
a_0=\frac{4\pi\varepsilon_0\hbar^2}{m e^2},\qquad E_h=\frac{\hbar^2}{m a_0^2}=\frac{e^2}{4\pi\varepsilon_0a_0},
$$

with $m$ the electron mass. For a spherical function $\nabla^2\psi=\psi''+2\psi'/r$, so $\nabla^2\psi/\psi=(\kappa^2-2\kappa/x)/a_0^2$. Multiplying by $-\hbar^2/2m$ and adding the Coulomb potential $-E_h/x$ gives the local energy

$$
E_L=\frac{H\psi}{\psi}=E_h\left[-\frac{\kappa^2}{2}+\frac{\kappa-1}{x}\right].
$$

It is constant only at $\kappa=1$, the ground state. The logarithmic derivative with respect to the parameter is $O=\partial\ln\psi/\partial\kappa=-x$.

Averages $\langle\cdot\rangle$ are taken over the normalized density $\psi^2$, which in the variable $x$ is proportional to $x^2e^{-2\kappa x}$. The integral $\int_0^\infty x^{n+2}e^{-2\kappa x}dx=(n+2)!/(2\kappa)^{n+3}$, divided by its value at $n=0$, gives

$$
\langle x^n\rangle=\frac{(n+2)!}{2(2\kappa)^n},\qquad n\ge-2 .
$$

Hence $\langle x\rangle=3/(2\kappa)$, $\langle x^2\rangle=3/\kappa^2$, $\langle1/x\rangle=\kappa$ and $\langle1/x^2\rangle=2\kappa^2$. The variances and the covariance follow:

$$
\operatorname{var}(x)=\frac{3}{4\kappa^2},\qquad \operatorname{var}(1/x)=\kappa^2,\qquad
\operatorname{cov}(x,1/x)=1-\frac32=-\frac12 .
$$

Three quantities are now available:

$$
S=\operatorname{var}(O)=\frac{3}{4\kappa^2},\quad
c=\operatorname{cov}(O,E_L)=\frac{E_h(\kappa-1)}{2},\quad
\sigma^2=\operatorname{var}(E_L)=E_h^2\kappa^2(\kappa-1)^2 .
$$

The energy is $E=\langle E_L\rangle=E_h(\kappa^2/2-\kappa)$, with slope $dE/d\kappa=E_h(\kappa-1)=2c$. Stochastic reconfiguration moves the parameter by $d\kappa/d\tau=-c/S$, where $\tau$ is an inverse energy. Therefore

$$
\frac{dE}{d\tau}=2c\left(-\frac cS\right)=-\frac{2c^2}{S}
=-\frac23E_h^2\kappa^2(\kappa-1)^2=-\frac13\,(2\sigma^2).
$$

The descent is one third of twice the variance. The factor $c^2/(S\sigma^2)=1/3$ is the squared correlation between $E_L$ and $O$, which for one regressor is the coefficient of determination $R^2$ of a straight-line fit. It is the same for every $\kappa\neq1$.

For several parameters, let $\psi(\mathbf R;p)$ be real and normalizable, with real dimensionless parameters $p_i$, and let $H$ be real, self-adjoint and independent of them. Define

$$
O_i=\frac{\partial\ln|\psi|}{\partial p_i},\quad
S_{ij}=\operatorname{cov}(O_i,O_j),\quad c_i=\operatorname{cov}(O_i,E_L).
$$

I assume that $\psi$ and its parameter derivatives $\partial_i\psi$ lie in the domain of $H$, that the zeros of $\psi$ form a set of measure zero (in a finite state space, that no amplitude vanishes), and that differentiation under the integrals is allowed. The condition on the zeros ensures that $\sigma^2=\operatorname{var}(E_L)$ equals $\langle H^2\rangle-E^2$. Then $S$, $c$ and $\sigma^2$ are finite. At a node of $\psi$ the ratios $O_i$ and $E_L$ may diverge, but the integrands that matter, such as $\psi^2O_iE_L=(\partial_i\psi)(H\psi)$, remain integrable.

The gradient comes from the Rayleigh quotient $E=\int\psi H\psi/N$ with $N=\int\psi^2$. The quotient rule gives

$$
\frac{\partial E}{\partial p_i}
=\frac{\int(\partial_i\psi)H\psi+\int\psi H\partial_i\psi}{N}
-E\,\frac{2\int\psi\,\partial_i\psi}{N}.
$$

Self-adjointness makes the first two integrals equal. Writing $\partial_i\psi=O_i\psi$ and $H\psi=E_L\psi$,

$$
\frac{\partial E}{\partial p_i}=2\langle O_i(E_L-E)\rangle=2c_i .
$$

The last equality holds because $\langle E_L-E\rangle=0$, so subtracting $\langle O_i\rangle$ from $O_i$ changes nothing. The factor 2 arises because $\psi$ appears twice in the energy.

The direction of motion is taken from imaginary time. With $t=\hbar\tau$, norm-conserving imaginary-time evolution is

$$
\frac{d\psi}{d\tau}=-(H-E)\psi,\qquad\text{or}\qquad
\frac{d\ln|\psi|}{d\tau}=-\Delta E_L ,
$$

where $\Delta$ denotes subtraction of the mean. A trial function whose parameters move with velocities $v_i=dp_i/d\tau$ has, after normalization, the logarithmic rate $\sum_iv_i\Delta O_i$: the derivative of $-\tfrac12\ln N$ supplies the subtracted mean $-\sum_iv_i\langle O_i\rangle$. In general the two rates cannot be made equal, so $v$ is chosen to minimize their mean-square mismatch,

$$
Q(v)=\Big\langle\Big(\sum_iv_i\Delta O_i+\Delta E_L\Big)^2\Big\rangle
=v^{T}Sv+2c^{T}v+\sigma^2 .
$$

Setting the gradient $2Sv+2c$ to zero gives $Sv=-c$. If $S$ is invertible, $v=-S^{-1}c$, which is stochastic reconfiguration. The chain rule then yields

$$
\frac{dE}{d\tau}=\sum_i\frac{\partial E}{\partial p_i}v_i=2c^{T}v=-2c^{T}S^{-1}c .
$$

The bound follows from treating the same quantities as a regression problem. Fit the local energy by $a+\sum_ib_iO_i$, with weights given by $\psi^2$. The mean-square residual is the square of its mean plus its variance:

$$
F(a,b)=\Big(E-a-\sum_ib_i\langle O_i\rangle\Big)^2+\sigma^2-2b^{T}c+b^{T}Sb .
$$

The intercept $a$ can always be chosen to remove the first term. Completing the square in the remainder gives

$$
\min_aF=(b-S^{-1}c)^{T}S(b-S^{-1}c)+\sigma^2-c^{T}S^{-1}c .
$$

Expanding the quadratic form confirms this: it produces $b^TSb-2b^Tc+c^TS^{-1}c$, and the last term cancels. Since $S$ is positive definite, the minimum is at $b=S^{-1}c=-v$. The fitted coefficients are thus the parameter velocities with reversed sign. The smallest residual is a mean square and cannot be negative, so

$$
0\le c^{T}S^{-1}c\le\sigma^2 .
$$

The coefficient of determination is one minus the ratio of residual variance to total variance. For $\sigma^2>0$,

$$
R^2=1-\frac{\sigma^2-c^{T}S^{-1}c}{\sigma^2}=\frac{c^{T}S^{-1}c}{\sigma^2},
$$

and therefore

$$
\boxed{\frac{dE}{d\tau}=-2c^{T}S^{-1}c=-2R^2\sigma^2,\qquad
\left|\frac{dE}{d\tau}\right|\le2\sigma^2 .}
$$

The derivatives in this regression are those of $\ln|\psi|$, and the fit includes an intercept. In imaginary time itself the rate is $dE/dt=-2R^2\sigma^2/\hbar$.

Redundant parameters make $S$ singular without spoiling the result. If $Sn=0$, then $0=n^TSn=\langle(\sum_in_i\Delta O_i)^2\rangle$, so $\sum_in_i\Delta O_i$ vanishes almost everywhere. Taking its covariance with $E_L$ gives $n^Tc=0$. Hence $c$ is orthogonal to the null space of the symmetric matrix $S$ and lies in its range. The equation $Sv=-c$ is solvable, and the pseudo-inverse replaces $S^{-1}$ throughout. Adding a null vector to $v$ changes neither the normalized wave function to first order nor $dE/d\tau$.

The upper limit $2\sigma^2$ is the initial descent rate of unrestricted imaginary-time evolution. To see this without assuming more smoothness of $\psi$, expand the normalized state in the spectrum of $H$, with spectral weight $d\mu(\lambda)$. After evolution by $e^{-\tau H}$ the energy is

$$
E(\tau)=\frac{M_1(\tau)}{M_0(\tau)},\qquad
M_k(\tau)=\int\lambda^ke^{-2\tau\lambda}d\mu(\lambda).
$$

For $H$ bounded below and $\psi$ in its domain, $M_2(0)$ is finite. Thus $M_0$ and $M_1$ have right-hand derivatives at $\tau=0$, equal to $-2M_1(0)$ and $-2M_2(0)$. With $M_0(0)=1$,

$$
\left.\frac{dE}{d\tau}\right|_{0^+}=-2M_2(0)+2M_1(0)^2=-2\sigma^2 .
$$

So $R^2$ is the fraction of the unrestricted initial rate that survives projection onto the motions available to the ansatz. The comparison is made at one common wave function. After a finite time the two evolutions have generally reached different states, and $R^2$ at the start does not fix their later energy difference.

Equality in the bound requires zero residual, which means that $\Delta E_L$ is a linear combination of the $\Delta O_i$. Multiplied by $\psi$, this says that $(H-E)\psi$ belongs to the space of allowed first-order changes of the normalized wave function. A finite state space with every amplitude free shows this directly. Let the parameters be the nonzero amplitudes $\psi_i$ of a normalized vector. At configuration $k$, $O_i(k)=\delta_{ik}/\psi_i$, so $\langle O_i\rangle=\psi_i$ and $\langle O_iO_j\rangle=\delta_{ij}$. Consequently

$$
S=1-\psi\psi^{T},\qquad c_i=\psi_i(E_{L,i}-E)=[(H-E)\psi]_i .
$$

The matrix $S$ projects out the direction $\psi$, which only changes the norm. The vector $c$ is already orthogonal to $\psi$, so $v=-c=-(H-E)\psi$ and $c^TS^+c=c^Tc=\sigma^2$, where $S^+$ is the pseudo-inverse. For a six-state matrix Hamiltonian the numerical test found rank 5 for $S$ and $R^2=1$ to the printed precision. The slope obtained from matrix imaginary-time evolution agreed with $-2\sigma^2$ to within one part in $10^7$.

The opposite limit is $R^2=0$. With $S$ positive definite this occurs exactly when $c=0$, a stationary point of the energy within the ansatz. If the state is not an eigenstate, $\sigma^2$ remains positive there: unrestricted evolution would still lower the energy, but no first-order parameter change does. A small $R^2$ can therefore signal a nearby stationary point within the ansatz, which may be a minimum, a saddle or a maximum, or a set of derivatives poorly suited to the remaining error. By itself it does not show that the optimization has nearly converged.

At an eigenstate $\sigma^2=0$ and $R^2$ is undefined, although its limit may exist. In the hydrogen example both $dE/d\tau$ and $\sigma^2$ vanish as $\kappa\to1$, while their ratio stays fixed. With $\delta=\kappa-1$, the flow equation is

$$
\frac{d\delta}{d\tau}=-\frac23E_h(1+\delta)^2\delta\simeq-\frac23E_h\delta,
\qquad |\delta|\ll1 .
$$

The parameter error decays as $e^{-2E_h\tau/3}$. The energy error, $E_h\delta^2/2$, decays at twice that exponent, $4E_h/3$. A constant $R^2$ below one is thus compatible with convergence to the exact state of this model.

Now set $\kappa=0.80$. With $E_h=4.3597\times10^{-18}\ \mathrm J$, the closed forms give

$$
S=\frac{3}{4(0.80)^2}=1.1719,\qquad
c=\frac{-0.20}{2}E_h=-4.3597\times10^{-19}\ \mathrm J,
$$

$$
\sigma=(0.80)(0.20)E_h=6.976\times10^{-19}\ \mathrm J,\qquad
\sigma^2=4.866\times10^{-37}\ \mathrm{J^2}.
$$

The parameter velocity is $-c/S=3.720\times10^{-19}\ \mathrm J$, positive because the trial function is too diffuse. The energy rate is

$$
\frac{dE}{d\tau}=2(-4.3597\times10^{-19})(3.720\times10^{-19})\ \mathrm{J^2}
=-3.244\times10^{-37}\ \mathrm{J^2},
$$

or $-12.64\ \mathrm{eV^2}$. The limiting rate is $-2\sigma^2=-9.732\times10^{-37}\ \mathrm{J^2}$, or $-37.91\ \mathrm{eV^2}$, and the ratio is $0.3333$. An explicit weighted least-squares fit of $E_L$ gives the same number. Division by $\hbar$ gives $dE/dt=-3.076\times10^{-3}\ \mathrm{J/s}$; this is a slope in imaginary time, not power released by an atom.

More freedom can be given to the ansatz without changing the present wave function. Write

$$
-\ln\psi=\kappa x+p_1\frac{x}{1+x}+p_2e^{-4x}
$$

and evaluate at $p_1=p_2=0$. The density, $E_L$ and $\sigma^2$ are unchanged, but new regressors become available. A larger set of regressors includes the old fits, with the new coefficients set to zero, so the minimum residual cannot rise and $R^2$ cannot fall. Freeing $p_1$ raises $R^2$ from $0.333$ to $0.697$; freeing $p_2$ as well raises it to $0.867$. The corresponding rates are $-6.784\times10^{-37}$ and $-8.434\times10^{-37}\ \mathrm{J^2}$.

No choice of coefficients makes this fit exact. Here $E_L$ is a constant plus a multiple of $1/x$, which diverges at the nucleus, whereas all three regressors and the intercept are finite there. No linear combination of them can equal $1/x$, so $R^2<1$. This excludes equality but does not set the size of the gap: further regressors that are finite at the nucleus but vary rapidly near it, such as $e^{-10x}$, can make the gap smaller.

A high $R^2$ does not by itself mean a fast descent. At the different wave function $(\kappa,p_1,p_2)=(0.8,0.1,-0.05)$, the three derivatives give $R^2=0.909$, but the variance is only $2.348\times10^{-37}\ \mathrm{J^2}$. The rate is $-4.268\times10^{-37}\ \mathrm{J^2}$, about half that of the first wave function with the same three parameters free. The derived gradients and descent rates at both wave functions were tested against finite differences of an energy computed from $|\nabla\psi|^2$, without use of $E_L$.

A nearly singular $S$ can be stabilized by a diagonal shift $\epsilon>0$, so that $v_\epsilon=-(S+\epsilon1)^{-1}c$. In the orthonormal eigenbasis of $S$, with eigenvalues $s_k$ and components $c_k$,

$$
\left.\frac{dE}{d\tau}\right|_\epsilon
=-2\sum_k\frac{c_k^2}{s_k+\epsilon}
=-2\sum_k\frac{c_k^2}{s_k}\,\frac{s_k}{s_k+\epsilon}.
$$

Every nonzero term is reduced in magnitude, so the bound still holds, but the ratio to $2\sigma^2$ is no longer the $R^2$ of the optimal fit. For the three-parameter case at $\kappa=0.80$, a shift of $0.01$ lowers this ratio from $0.867$ to $0.524$. That is below the unshifted two-parameter value. The total is multiplied by $0.604$, a weighted average of the factors $s_k/(s_k+\epsilon)$, so at least one contributing eigenvalue satisfies

$$
\frac{s_k}{s_k+0.01}\le0.604,\qquad
s_k\le\frac{0.604}{0.396}\times0.01\simeq0.015 .
$$

A shift that looks small beside $S_{\kappa\kappa}=1.17$ is therefore not small for every direction that contributes to the descent. Its effect also depends on how the parameters are scaled, because rescaling $p_i$ rescales the entries of $S$ but not $\epsilon$.

The bound concerns an instantaneous derivative. For a finite Euler step $\delta\kappa=-(c/S)\delta\tau$, the hydrogen energy changes by

$$
E(\kappa+\delta\kappa)-E(\kappa)
=E_h(\kappa-1)\delta\kappa+\frac{E_h}{2}(\delta\kappa)^2 .
$$

The first term is the linear prediction $\delta\tau\,dE/d\tau$; the second is positive and opposes the descent. With $\delta\tau=0.5/E_h=1.147\times10^{17}\ \mathrm{J^{-1}}$, the parameter moves to $0.8427$. The prediction is $-3.720\times10^{-20}\ \mathrm J$ and the actual change is $-3.323\times10^{-20}\ \mathrm J$, so the prediction is too large in magnitude by about 12% of the actual change. At $\kappa=0.80$ a step with $\delta\kappa>0.40$ would raise the energy, since the quadratic term would then exceed the linear one.

Monte Carlo sampling introduces a separate limitation. If $S$, $c$ and $\sigma^2$ are all computed from the same $M$ configurations, the regression algebra applies to the sample averages, and the sampled $R^2$ also lies between zero and one. This bound relates sample averages to each other; the true energy rate along a sampled velocity, $2c^Tv$ with the exact $c$, can exceed the exact $2\sigma^2$ in magnitude. The sampled $R^2$ can also be large when $E_L$ and the $O_i$ are statistically independent. To measure this effect, keep the sampled $O_i$ fixed and randomly permute the values of $E_L$ among the configurations. Let $z$ be the vector of centred local energies, and let the $p$ columns of $Q$ be an orthonormal basis for the centred regressors, assumed independent. The fitted part of $z$ is $QQ^Tz$, so $R^2=|Q^Tz|^2/|z|^2$.

Averaging over permutations gives $\overline{z_a^2}=|z|^2/M$. Since $\sum_az_a=0$, the $M(M-1)$ off-diagonal products must sum to $-|z|^2$, and by symmetry each averages to $-|z|^2/[M(M-1)]$. With $\mathbf 1$ the vector of ones, these two statements combine into

$$
\overline{zz^T}=\frac{|z|^2}{M-1}\left(1-\frac{\mathbf 1\mathbf 1^T}{M}\right).
$$

The columns of $Q$ are orthogonal to $\mathbf 1$, so the second term drops out:

$$
\overline{R^2}=\frac{\operatorname{tr}(Q^TQ)}{M-1}=\frac{p}{M-1}.
$$

For $M=40$ and $p=3$ this is $0.0769$; the mean over 20,000 random permutations was $0.0767$. When $M=p+1$, the centred regressors span all vectors of zero mean, and the fit is perfect whatever the local energies are. The numerical case with $M=4$ gave $R^2=1$. For $M>p+1$ individual permutations generally scatter on both sides of the mean $p/(M-1)$, so exceeding it is not by itself evidence of a relation. The mean itself equals one at $M=p+1$ and is negligible only for $M\gg p$.

The permuted values describe $E_L$ and $O_i$ that are independent. In an actual sample both are functions of the same configuration and remain dependent even where $c=0$, so $p/(M-1)$ is not the sampling bias of $R^2$, and the permuted distribution is not a test of $R^2=0$. For a Gaussian trial function for hydrogen at its optimal exponent, where $c=0$, the sampled one-parameter $R^2$ averages about $0.08$ at $M=40$, three times $1/(M-1)$, and lies in the top 5% of its permuted values in roughly one sample in five.

Even for $M\gg p$, convergence may be slow. For the exponential at $\kappa=0.80$ the sampled one-parameter $R^2$ averages about $0.54$ at $M=40$ and $0.41$ at $M=400$, against the exact $1/3$. For the exponential with $\kappa\neq1$, $E_L$ diverges as $1/x$ at the nucleus, and $\langle E_L^4\rangle$ contains $\int_0x^2x^{-4}dx$, which diverges. The variance $\sigma^2$ is finite, but its estimate from independent samples has infinite variance, so the usual error bar for $\sigma^2$ does not apply. The quadrature values used above for the bound and for $R^2$ are free of this sampling problem; they are collected in the numerical output below.

## Numbers as computed

```
Bohr radius a0 = 5.291772e-11 m
Hartree energy E_h = 4.359745e-18 J
kappa = 0.80 (dimensionless)
One parameter (kappa):
  energy E = -2.092677e-18 J = -13.0615 eV
  S = 1.171875 (dimensionless)
  c = -4.359745e-19 J
  variance of E_L = 4.865888e-37 J^2
  standard deviation of E_L = 6.975592e-19 J
  dkappa/dtau = 3.720315e-19 J
  dE/dtau = -3.243925e-37 J^2 = -12.6372 eV^2
  bound -2*variance = -9.731776e-37 J^2 = -37.9115 eV^2
  dE/dt = (dE/dtau)/hbar = -3.076059e-03 J/s
  R^2 from least squares = 0.333333
2 parameters, same psi: R^2 = 0.697072, dE/dtau = -6.783745e-37 J^2
3 parameters, same psi: R^2 = 0.866691, dE/dtau = -8.434447e-37 J^2
3 parameters, diagonal shift 0.01: dE/dtau = -5.095114e-37 J^2
  ratio to 2*variance with shift = 0.523554
Second psi, p = [ 0.8   0.1  -0.05] (dimensionless), 3 parameters:
  variance = 2.348048e-37 J^2, dE/dtau = -4.268147e-37 J^2
  R^2 = 0.908871
Euler step in tau = 1.146856e+17 J^-1 (one parameter)
  new kappa = 0.842667
  predicted energy change = -3.720315e-20 J
  actual energy change = -3.323482e-20 J
Free amplitudes, 6 states: rank of S = 5, R^2 = 1.00000000
  exact-flow slope / (-2*variance) = 0.99999997
Permuted samples, M = 40, 3 regressors, 20000 permutations:
  mean R^2 = 0.0767, p/(M-1) = 0.0769
Permuted samples, M = 4, 3 regressors: R^2 = 1.000000
```
